# Transfer length and the coth law for planar contact resistance: test program

```python
"""Contact resistance of a planar contact on a thin conducting film.

Result under test:
    R_c = (R_k L_T / W) coth(d / L_T),   L_T = sqrt(rho_c / R_k)
R_k   sheet resistance of the film below the contact (ohm per square)
R_s   sheet resistance of the film outside the contact (ohm per square)
rho_c specific contact resistivity (ohm um^2)
d, W  contact length and width (um);  L_T transfer length (um)
The metal is an equipotential and no film current passes the back edge.
The reference values come from resistor networks and from a
two-dimensional finite-volume solution, which use only Ohm's law
and current conservation.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def chain_potentials(series_conductance, shunt_conductance, injected):
    """Node potentials of a resistor chain with shunts to ground."""
    n = len(shunt_conductance)
    bands = np.zeros((3, n))
    bands[1] = shunt_conductance
    bands[1, :-1] += series_conductance
    bands[1, 1:] += series_conductance
    bands[0, 1:] = -series_conductance
    bands[2, :-1] = -series_conductance
    return solve_banded((1, 1), bands, injected)


def contact_network(sheet, rho, width, length, n=3000):
    """Network of one contact, fed with unit current at its front edge."""
    dx = length / n
    r = sheet * dx / width
    g = width * dx / rho
    injected = np.zeros(n)
    injected[0] = 1.0
    v = chain_potentials(np.full(n - 1, 1 / r), np.full(n, g), injected)
    inner_current = (v[:-1] - v[1:]) / r
    return {
        "front": v[0] + r / 2,
        "end": v[-1],
        "x_face": np.arange(n + 1) * dx,
        "current": np.concatenate(([1.0], inner_current, [0.0])),
        "x_node": (np.arange(n) + 0.5) * dx,
        "potential": v,
        "interface_heat": np.sum(g * v**2),
    }


def two_contact_resistance(sheet_gap, sheet_contact, rho, width, length, gap,
                           n=600):
    """Resistance between two metal pads on one film, full network."""
    dx = length / n
    n_gap = int(round(gap / dx))
    assert abs(n_gap * dx - gap) < 1e-9
    sheet = np.concatenate((np.full(n, sheet_contact),
                            np.full(n_gap, sheet_gap),
                            np.full(n, sheet_contact)))
    series = 1 / ((sheet[:-1] + sheet[1:]) * dx / (2 * width))
    g = width * dx / rho
    shunt = np.zeros(2 * n + n_gap)
    shunt[:n] = g
    shunt[-n:] = g
    injected = np.zeros_like(shunt)
    injected[:n] = g            # first pad at 1 V, second pad at 0 V
    v = chain_potentials(series, shunt, injected)
    return 1 / np.sum(g * v[-n:])


def thick_film_resistance(sheet, rho, width, length, thickness, nz=16):
    """Contact resistance from two-dimensional flow in a film."""
    step = thickness / nz
    n_contact = int(round(length / step))
    assert abs(n_contact * step - length) < 1e-9
    n_lead = 4 * nz
    nx = n_lead + n_contact
    resistivity = sheet * thickness

    def chain_matrix(n):
        diagonal = np.full(n, 2.0)
        diagonal[[0, -1]] = 1.0
        off = -np.ones(n - 1)
        return diags([off, diagonal, off], [-1, 0, 1])

    matrix = (width / resistivity) * (
        kron(chain_matrix(nx), identity(nz))
        + kron(identity(nx), chain_matrix(nz)))
    leak = np.zeros((nx, nz))
    leak[n_lead:, -1] = width * step / (rho + resistivity * step / 2)
    injected = np.zeros((nx, nz))
    injected[0] = 1 / nz
    v = spsolve((matrix + diags(leak.ravel())).tocsc(), injected.ravel())
    column_mean = v.reshape(nx, nz).mean(axis=1)
    return column_mean[n_lead - 1] - sheet * step / (2 * width)


def transfer_length(sheet, rho):
    return np.sqrt(rho / sheet)


def coth_resistance(sheet, rho, width, length):
    lt = transfer_length(sheet, rho)
    return sheet * lt / width / np.tanh(length / lt)


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


R_s, rho_c, W, d, I0 = 200.0, 450.0, 100.0, 3.0, 1.0    # I0 in mA
L_T = transfer_length(R_s, rho_c)
u = d / L_T
R_long = R_s * L_T / W
net = contact_network(R_s, rho_c, W, d)
R_c = coth_resistance(R_s, rho_c, W, d)

print(f"Sheet resistance R_s = R_k: {R_s:.0f} ohm per square")
print(f"Contact resistivity rho_c: {rho_c:.0f} ohm um^2"
      f" = {rho_c * 1e-8:.2e} ohm cm^2")
print(f"Width W: {W:.0f} um; contact length d: {d:.1f} um;"
      f" current: {I0:.1f} mA")
print(f"Transfer length L_T: {L_T:.4f} um; d/L_T: {u:.4f}")
print(f"coth(d/L_T): {1 / np.tanh(u):.5f}")
print(f"Long-contact resistance: {R_long:.4f} ohm")
print(f"R_c, coth formula: {R_c:.5f} ohm; network: {net['front']:.5f} ohm")

# Potential and current profiles along the contact
current_law = np.sinh((d - net["x_face"]) / L_T) / np.sinh(u)
potential_law = R_long * np.cosh((d - net["x_node"]) / L_T) / np.sinh(u)
assert np.max(np.abs(net["current"] - current_law)) < 5e-6
assert np.max(np.abs(net["potential"] / potential_law - 1)) < 5e-6
passed = 1 - np.interp(L_T, net["x_face"], net["current"])
print(f"Front voltage: {I0 * net['front']:.4f} mV;"
      f" back voltage: {I0 * net['end']:.4f} mV")
print(f"Current transferred within L_T: {100 * passed:.2f} %")
print(f"Interface current density at front:"
      f" {1e3 * I0 * net['front'] / rho_c:.3f} uA/um^2")
print(f"Interface current density at back:"
      f" {1e3 * I0 * net['end'] / rho_c:.3f} uA/um^2")
print(f"Mean interface current density: {1e3 * I0 / (W * d):.3f} uA/um^2")
print(f"Interface share of heat:"
      f" {100 * net['interface_heat'] / net['front']:.2f} %")

# Contact lengths from short to long
print("Length series: d/um, d/L_T, R_c network/ohm, R_c formula/ohm,")
print("  end resistance/ohm, excess over long limit/%, interface heat/%")
for ratio in (0.2, 0.5, 1.0, 2.0, 3.0, 5.0):
    length = ratio * L_T
    case = contact_network(R_s, rho_c, W, length)
    formula = coth_resistance(R_s, rho_c, W, length)
    heat = case["interface_heat"] / case["front"]
    assert close(case["front"], formula, 5e-6)
    assert close(case["end"], R_long / np.sinh(ratio), 5e-6)
    assert close(heat, 0.5 * (1 + 2 * ratio / np.sinh(2 * ratio)), 1e-5)
    print(f"  {length:.2f} {ratio:.1f} {case['front']:.5f} {formula:.5f}"
          f" {case['end']:.5f} {100 * (case['front'] / R_long - 1):.3f}"
          f" {100 * heat:.2f}")

# Long-contact limit
very_long = contact_network(R_s, rho_c, W, 12 * L_T, n=12000)
assert close(very_long["front"], np.sqrt(R_s * rho_c) / W, 2e-6)
passed_long = 1 - np.interp(L_T, very_long["x_face"], very_long["current"])
assert close(passed_long, 1 - np.exp(-1), 1e-5)
ratio_1pc = brentq(lambda s: contact_network(R_s, rho_c, W, s * L_T)["front"]
                   / R_long - 1.01, 1.5, 4.0)
assert close(ratio_1pc, 0.5 * np.log(201), 1e-4)
print(f"Very long contact, d/L_T = 12: R_c {very_long['front']:.5f} ohm;"
      f" transferred within L_T {100 * passed_long:.2f} %")
print(f"Excess falls to 1 % at d/L_T = {ratio_1pc:.4f},"
      f" d = {ratio_1pc * L_T:.3f} um")

# Short-contact limit: uniform interface plus one third of the sheet
short = 0.2 * L_T
short_net = contact_network(R_s, rho_c, W, short)["front"]
interface_part = rho_c / (W * short)
sheet_part = R_s * short / (3 * W)
assert close(short_net, interface_part + sheet_part, 0.2**4 / 40)
assert not close(short_net, interface_part, 0.01)
print(f"Short contact, d = {short:.2f} um: interface {interface_part:.4f}"
      f" + sheet {sheet_part:.4f} = {interface_part + sheet_part:.4f} ohm")

# Synthetic measurement with two contacts and several gaps
gaps = np.array([5.0, 10.0, 20.0, 40.0])
totals = np.array([two_contact_resistance(R_s, R_s, rho_c, W, d, gap)
                   for gap in gaps])
slope, intercept = np.polyfit(gaps, totals, 1)
assert np.max(np.abs(slope * gaps + intercept - totals)) < 1e-6
sheet_fit = slope * W
half_intercept = intercept / slope / 2
lt_fit = brentq(lambda s: s / np.tanh(d / s) - half_intercept,
                0.01 * d, 10 * d)
rho_fit = sheet_fit * lt_fit**2
rho_shortcut = sheet_fit * half_intercept**2
assert close(sheet_fit, R_s, 1e-6)
assert close(intercept / 2, R_c, 1e-5)
assert close(rho_fit, rho_c, 1e-4)
assert close(rho_shortcut / rho_c, 1 / np.tanh(u)**2, 1e-4)
for gap, total in zip(gaps, totals):
    print(f"Gap {gap:.0f} um: total resistance {total:.4f} ohm")
print(f"Line fit: slope {slope:.5f} ohm/um, intercept {intercept:.5f} ohm")
print(f"Sheet resistance from slope: {sheet_fit:.3f} ohm per square")
print(f"Half the gap-axis intercept: {half_intercept:.4f} um")
print(f"Full inversion: L_T {lt_fit:.4f} um, rho_c {rho_fit:.2f} ohm um^2")
print(f"Long-contact shortcut: rho_c {rho_shortcut:.2f} ohm um^2,"
      f" error {100 * (rho_shortcut / rho_c - 1):.2f} %")

# Film altered below the contact
R_k = 300.0
totals_k = [two_contact_resistance(R_s, R_k, rho_c, W, d, gap)
            for gap in gaps]
slope_k, intercept_k = np.polyfit(gaps, totals_k, 1)
L_k = transfer_length(R_k, rho_c)
half_k = intercept_k / slope_k / 2
assert close(slope_k * W, R_s, 1e-6)
assert close(intercept_k / 2, coth_resistance(R_k, rho_c, W, d), 1e-5)
assert close(half_k, R_k / R_s * L_k / np.tanh(d / L_k), 1e-5)
print(f"With R_k = {R_k:.0f} ohm per square: L_T {L_k:.4f} um,"
      f" R_c {intercept_k / 2:.4f} ohm")
print(f"  slope still gives {slope_k * W:.2f} ohm per square;"
      f" half intercept {half_k:.4f} um")

# Finite film thickness at fixed sheet resistance
print("Thickness series: t/um, t/L_T, R_c 2D/ohm, corrected formula/ohm,")
print("  excess of 2D over coth formula/%")
for ratio in (0.1, 0.2, 0.4):
    t = ratio * L_T
    full = thick_film_resistance(R_s, rho_c, W, d, t)
    film_resistivity = R_s * t
    corrected = coth_resistance(R_s, rho_c + film_resistivity * t / 3, W, d)
    plain_error = full - R_c
    assert plain_error > 0
    assert abs(full - corrected) < 0.15 * plain_error
    assert plain_error / R_c < ratio**2 / 3
    print(f"  {t:.2f} {ratio:.1f} {full:.5f} {corrected:.5f}"
          f" {100 * plain_error / R_c:.3f}")

print("ALL CHECKS PASSED")
```

It prints:

```
Sheet resistance R_s = R_k: 200 ohm per square
Contact resistivity rho_c: 450 ohm um^2 = 4.50e-06 ohm cm^2
Width W: 100 um; contact length d: 3.0 um; current: 1.0 mA
Transfer length L_T: 1.5000 um; d/L_T: 2.0000
coth(d/L_T): 1.03731
Long-contact resistance: 3.0000 ohm
R_c, coth formula: 3.11194 ohm; network: 3.11194 ohm
Front voltage: 3.1119 mV; back voltage: 0.8272 mV
Current transferred within L_T: 67.60 %
Interface current density at front: 6.915 uA/um^2
Interface current density at back: 1.838 uA/um^2
Mean interface current density: 3.333 uA/um^2
Interface share of heat: 57.33 %
Length series: d/um, d/L_T, R_c network/ohm, R_c formula/ohm,
  end resistance/ohm, excess over long limit/%, interface heat/%
  0.30 0.2 15.19947 15.19947 14.90046 406.649 98.69
  0.75 0.5 6.49186 6.49186 5.75710 116.395 92.55
  1.50 1.0 3.93911 3.93911 2.55275 31.304 77.57
  3.00 2.0 3.11194 3.11194 0.82716 3.731 57.33
  4.50 3.0 3.01491 3.01491 0.29946 0.497 51.49
  7.50 5.0 3.00027 3.00027 0.04043 0.009 50.05
Very long contact, d/L_T = 12: R_c 3.00000 ohm; transferred within L_T 63.21 %
Excess falls to 1 % at d/L_T = 2.6517, d = 3.977 um
Short contact, d = 0.30 um: interface 15.0000 + sheet 0.2000 = 15.2000 ohm
Gap 5 um: total resistance 16.2239 ohm
Gap 10 um: total resistance 26.2239 ohm
Gap 20 um: total resistance 46.2239 ohm
Gap 40 um: total resistance 86.2239 ohm
Line fit: slope 2.00000 ohm/um, intercept 6.22390 ohm
Sheet resistance from slope: 200.000 ohm per square
Half the gap-axis intercept: 1.5560 um
Full inversion: L_T 1.5000 um, rho_c 450.00 ohm um^2
Long-contact shortcut: rho_c 484.21 ohm um^2, error 7.60 %
With R_k = 300 ohm per square: L_T 1.2247 um, R_c 3.7294 ohm
  slope still gives 200.00 ohm per square; half intercept 1.8647 um
Thickness series: t/um, t/L_T, R_c 2D/ohm, corrected formula/ohm,
  excess of 2D over coth formula/%
  0.15 0.1 3.11780 3.11789 0.188
  0.30 0.2 3.13489 3.13569 0.738
  0.60 0.4 3.20025 3.20652 2.838
ALL CHECKS PASSED
```
